Why strong spin-orbit scattering turns weak localisation into antilocalisation

A thin, disordered silicon film is cooled to a few kelvin. Elastic collisions leave an electron's phase intact, so a wave can travel round a closed loop of impurities in both senses and interfere with itself where it started. With light donors the two waves add, the electron returns more often than a classical particle, and the conductance falls. Suppose the donors are heavy atoms such as bismuth, which also rotate the spin. What does the rotation do to the interference?

**1. No spin rotation**

Let τ be the elastic scattering time, τ_φ the dephasing time, D the diffusion constant, and N the density of states per spin. The disorder is weak, k_F l > 1 with l the mean free path, and scatters isotropically on average. Energies ξ are measured from the Fermi level, and the averaged propagators are

G^R = 1/(−ξ + iħ/2τ), G^A = 1/(−ξ − iħ/2τ).

The two senses of a loop form a pair of lines with momenta k+q and −k, scattered together by each impurity. One joint scattering contributes W = ħ/(2πNτ), by the golden rule 1/τ = (2πN/ħ)⟨|V|²⟩. Between scatterings the pair contributes

P(q) = N ⟨∫dξ 1/[(−ξ − ħv·q + iħ/2τ)(−ξ − iħ/2τ)]⟩,

where the brackets average over the direction of v. The poles are ξ₁ = −ħv·q + iħ/2τ and ξ₂ = −iħ/2τ. Closing the contour above gives 2πi/(ξ₁ − ξ₂), so

P(q) = (2πNτ/ħ) ⟨1/(1 + iτv·q)⟩.

For a two-dimensional Fermi circle the average is 1/√(1 + q²l²). For small q it is 1 − τ²⟨(v·q)²⟩ = 1 − Dq²τ, with D = τ⟨v_x²⟩. This form also holds for a film whose electrons move in three dimensions but whose q lies in the plane. Dephasing adds τ/τ_φ to the 1 in the denominator. The repeated scatterings form a geometric series, the Cooperon:

C = W + WPW + … = W/(1 − WP) = [ħ/(2πNτ²)] / (Dq² + 1/τ_φ).

To convert C into a conductivity, the Kubo formula is used with the prefactor e²ħ/2π. Its normalisation can be checked on the classical term, for one spin:

(e²ħ/2π) N⟨v_x²⟩(2πτ/ħ) = e²ND,

which is the Einstein relation. In the interference term the electron enters with k and leaves with nearly −k, so the velocities multiply to −v_x². With a = ħ/2τ the four outer propagators give

−N⟨v_x²⟩ ∫dξ/(ξ² + a²)² = −N⟨v_x²⟩ π/(2a³) = −4πNDτ²/ħ³.

Multiplying by C and by e²ħ/2π leaves −(e²D/πħ)/(Dq² + 1/τ_φ) per spin. For two spins,

δσ₀ = −(2e²D/πħ) ∫d²q/(2π)² 1/(Dq² + 1/τ_φ).

This is already a sheet conductance: in a film of thickness d, the 1/d from the uniform transverse mode cancels the factor d that turns conductivity into sheet conductance. Diffusion makes sense up to Dq² ≈ 1/τ, and with τ ≪ τ_φ the integral is (1/4πD) ln(τ_φ/τ). Hence

δσ₀ = −G0 ln(τ_φ/τ), G0 = e²/(2π²ħ).

The minus sign comes from the reversed velocity. Cooling lengthens τ_φ and lowers the conductance.

**2. One loop with spin**

Let U be the spin rotation accumulated around a loop. The reversed loop undoes the same rotations in the opposite order, so its rotation is U†. Summed over final spins and averaged over initial ones, the interference relative to the spinless case is

½Tr[(U†)†U] = ½Tr U².

For a rotation by angle φ, Tr U² = 2cos φ. The trace of the same rotation in a spin-1 triplet is χ_T = 1 + 2cos φ, and in a singlet it is 1. Therefore

½Tr U² = ½(χ_T − 1).

With no rotation χ_T = 3 and the factor is 1. If U is spread evenly over all rotations, χ_T averages to zero, because no vector survives an average over every rotation. The factor becomes −1/2: the triplet interference is lost and the singlet, which enters with a minus sign, remains.

Random scattering matrices offer a test that uses neither diffusion nor diagrams. For four orbital channels and 20,000 time-reversal-symmetric samples, backscattering exceeded scattering into another channel by a relative 1.017 without spin rotation and by −0.503 with complete spin rotation. The expected values are 1 and −1/2.

Long loops randomise the spin and short ones do not. The Cooperon tells how much each kind contributes.

**3. The pair vertex from time reversal**

Write the amplitude for scattering from k to k' as

V_{k'k} = u + v·σ,

where v now denotes the three spin-dependent amplitudes. No magnetic impurities are present. Time reversal then requires V_{−k,−k'} = σ_y V_{k'k}^T σ_y, and since σ_y σ_a^T σ_y = −σ_a,

V_{−k,−k'} = u − v·σ.

The Cooperon needs V_{−k',−k}, which is the Hermitian conjugate:

V_{−k',−k} = u* − v*·σ.

Assume that the cross terms between u and v, and between different components of v, vanish on angular averaging. Define 1/τ_0 = (2πN/ħ)⟨|u|²⟩ and 1/τ_a = (2πN/ħ)⟨|v_a|²⟩. The averaged vertex is then

W = (ħ/2πN) [1/τ_0 − Σ_a σ_a⊗σ_a/τ_a].

The minus sign is the one imposed by time reversal. The decay of a single electron contains |v_a|² with a plus sign, so the total rate is 1/τ = 1/τ_0 + Σ_a 1/τ_a.

To diagonalise W, let S be the total spin of the pair. Because S_a = ½(σ_a⊗1 + 1⊗σ_a),

σ_a⊗σ_a = 2S_a² − 1.

In the singlet S_a = 0, so each product equals −1. The bracket becomes 1/τ_0 + Σ_a 1/τ_a = 1/τ, the same rate as without spin rotation.

For the triplets use the states T_b with b = x, y, z, defined by S_b T_b = 0. In T_b the product σ_b⊗σ_b is −1 and the other two are +1. The bracket is

1/τ_0 + 1/τ_b − Σ_{a≠b} 1/τ_a = 1/τ − Γ_b, Γ_b = 2Σ_{a≠b} 1/τ_a.

In the ladder, with Γ_bτ ≪ 1 and products of small terms dropped,

1 − (1 − Γ_bτ)(1 − Dq²τ − τ/τ_φ) ≈ τ(Dq² + 1/τ_φ + Γ_b).

Spin scattering therefore acts on triplet T_b as an extra dephasing rate, and leaves the singlet without one.

The vertex gives a prediction for single paths too. If p_a is the share of spin component a in each event, n events give the average interference

½[Σ_b (1 − 2Σ_{a≠b} p_a)^n − 1].

I multiplied out 60,000 random paths together with their reversals. With 12 events and unequal components the average was 0.031 against a predicted 0.030. With 60 events of stronger isotropic rotation it was −0.500.

**4. Closing the spin loop**

Suppose the forward line starts with spin α and ends with β. The reversed amplitude has the same initial and final spins, but it enters complex conjugated and is read backwards along the pair. The pair thus starts as (α,β) and ends as (β,α). Summing over both spins gives

Σ_{αβ} ⟨βα|C|αβ⟩ = Tr(C·SWAP),

where SWAP exchanges the two spins. It is +1 on the symmetric triplets and −1 on the antisymmetric singlet, so

Tr(C·SWAP) = C_x + C_y + C_z − C_S.

Without spin rotation this is 3C − C = 2C, the spin factor of section 1. With rotation, neglecting the small spin-orbit part of the current operator, the factor 2C is replaced by the full trace:

δσ = −(e²D/πħ) ∫d²q/(2π)² [Σ_b 1/(Dq² + 1/τ_φ + Γ_b) − 1/(Dq² + 1/τ_φ)].

Each term integrates as before. With 1/τ_b^T = 1/τ_φ + Γ_b,

δσ = −(G0/2) [Σ_b ln(τ_b^T/τ) − ln(τ_φ/τ)].

**5. Where the factor −1/2 applies**

For isotropic spin-orbit scattering let 1/τ_so = Σ_a 1/τ_a, so each component has 1/τ_a = 1/(3τ_so). All triplets then share Γ = 2 × 2/(3τ_so) = 4/(3τ_so) and a common lifetime τ_T. In the strong limit, τ ≪ τ_so ≪ τ_φ, τ_T tends to 3τ_so/4 and

δσ ≈ +(G0/2) ln(τ_φ/τ) − (3G0/2) ln(3τ_so/4τ).

The first term is −1/2 times δσ₀. The second is negative and does not depend on τ_φ. It is the triplet part, cut off at τ_T. Grouped by loop length instead, the same sum is −G0 ln(τ_T/τ) from loops too short to randomise the spin, which still localise, plus (G0/2) ln(τ_φ/τ_T) from the longer ones. The ratio of the whole corrections is

δσ/δσ₀ = −1/2 + (3/2) ln(τ_T/τ)/ln(τ_φ/τ),

which approaches −1/2 only logarithmically. The total is positive only if τ_φ/τ > (τ_T/τ)³. The multiplication by −1/2 is therefore a statement about the part that varies with τ_φ.

To see that part alone, differentiate. Since dτ_T/dτ_φ = τ_T²/τ_φ², we have d ln τ_T/d ln τ_φ = τ_T/τ_φ = 1/(1 + Γτ_φ). Relative to the case without spin rotation the slope is

R = ½[3/(1 + Γτ_φ) − 1].

It is 1 for Γτ_φ ≪ 1, vanishes at Γτ_φ = 2, and tends to −1/2 for Γτ_φ ≫ 1.

As a test, the full 4×4 ladder was summed with the square-root form of P(q) and integrated up to q = 1/l, at τ_φ = 10⁴τ. The slope was 1.000 without spin rotation. With Γτ = 0.02 it was −0.493, and the formula gives ½(3/201 − 1) = −0.493.

A second limit shows why all three triplets matter. Let only σ_z scatter. Then Γ_z = 0 while Γ_x = Γ_y = 2/τ_z. The undamped triplet T_z cancels the singlet, and the slope becomes 1/(1 + 2τ_φ/τ_z), which tends to zero. The ladder gave 0.003 for τ/τ_z = 0.015. Physically, spin up and spin down never mix, and each alone sees scattering phases that differ between the two senses of a loop. At the order calculated here, strong scattering of this kind removes the dependence on ln τ_φ and does not reverse it.

**6. A magnetic field removes the constant**

A perpendicular field B adds opposite phases to the two senses. The pair carries charge 2e, so its Dq² becomes a set of Landau levels:

Dq² → (4eDB/ħ)(n + ½), with 2eB/h = eB/(πħ) states per area in each.

For a mode with lifetime τ_j define B_j = ħ/(4eDτ_j). The q-integral turns into

(eB/πħ) Σ_n 1/[(4eDB/ħ)(n + ½ + B_j/B)] = (1/4πD) Σ_n 1/(n + ½ + B_j/B).

Cut the sum at the energy 1/τ, that is at n ≈ B_τ/B with B_τ = ħ/(4eDτ). For B, B_j ≪ B_τ it equals ln(B_τ/B) − ψ(½ + B_j/B), where ψ is the digamma function. At zero field the corresponding quantity is ln(B_τ/B_j). Their difference is −F(B/B_j), with

F(x) = ψ(½ + 1/x) + ln x,

and B_τ has dropped out. For isotropic spin scattering,

σ(B) − σ(0) = (G0/2) [3F(B/B_T) − F(B/B_φ)].

Here B_φ belongs to τ_φ and B_T to τ_T. Without spin rotation the result is G0 F(B/B_φ), which is positive. For B ≪ B_T the triplet terms are small, and strong spin scattering multiplies the magnetoconductance by −1/2, with no leftover constant.

At the lowest fields F(x) ≈ x²/24, and B_φ/B_T = 1/(1 + Γτ_φ). The ratio of the two curvatures is then

½[3/(1 + Γτ_φ)² − 1],

which changes sign at Γτ_φ = √3 − 1 ≈ 0.73. The temperature slope changes sign only at 2. Between these values the low-field curve is already inverted while the slope in ln τ_φ still has the localising sign. At the other end, for B_T ≪ B ≪ B_τ, each F grows as ln B and the slope of the curve in ln B approaches (G0/2)(3 − 1) = G0, as without spin scattering: the remaining loops are too short to rotate the spin. The approach is slow. At B = 7B_T the slope is still only about 0.3 G0, so a film needs τ_so far longer than τ to show this limit.

**7. Numbers for a bismuth-doped silicon film**

Take a 10 nm film with 5×10¹⁹ electrons per cm³ and a mobility of 100 cm²/Vs, rough values for heavily doped silicon. Choose τ_so = 1 ps and τ_φ = 25 ps at 4 K and 100 ps at 1 K, assuming τ_φ ∝ 1/T. These dephasing times are somewhat optimistic: the usual estimate for electron-electron scattering in a film of this sheet conductance gives about 17 ps and 68 ps. With a conductivity mass of 0.26 m₀ and scattering taken as isotropic, τ = μm/e = 0.0148 ps. The Fermi energy is 46.8 meV for six valleys, so

D = 2E_F μ/(3e) = (2/3)(0.0468 V)(100 cm²/Vs) = 3.12 cm²/s.

If the three spin components scatter equally, the triplet gap is Γ = 4/(3 × 1 ps) = 1.333 ps⁻¹. Thus Γτ = 0.02 and, at 1 K, Γτ_φ = 133: both inequalities of the strong limit hold. Confinement in the film can make the three rates unequal, but the slope stays close to −1/2 as long as every Γ_bτ_φ is large.

Cooling from 4 K to 1 K multiplies τ_φ by 4. Without spin scattering the correction changes by

−12.33 µS × ln 4 = −17.10 µS.

With it, the change is +8.14 µS. The ratio is −0.476, slightly short of −1/2 because the triplets still contribute a little at 4 K, where R = −0.456; at 1 K, R = −0.489.

The whole correction behaves differently. For a single Cooperon at 1 K it is −108.8 µS without spin scattering and −18.1 µS with it, a ratio of +0.167. In this single-Cooperon model the total would change sign only at τ_φ of about 2 ns. A factor of two in the short-time cutoff moves both whole corrections by about 8 µS and the ratio between about 0.10 and 0.23, while the change on cooling stays at 8.1 µS. The 2 ns time is not a prediction for the film. It varies as the inverse square of the short-time cutoff, and the additional localising modes described in section 8 make it far longer. With the chosen τ_so, this film has an antilocalising slope on top of a localising total.

The change in a small field is free of the uncertain constant. At 1 K, B_φ = 5.3 mT and B_T = 708 mT. A field of 10 mT changes the conductance by +1.318 µS without spin scattering and by −0.659 µS with it, a ratio of −0.500.

**8. What a real film would change**

Silicon has inversion symmetry. In a film that keeps it, the bands have no spin splitting and the spin rotates in collisions; here the donors are assumed to dominate. The density lies well above the equilibrium solubility of bismuth in silicon, so such a film needs non-equilibrium doping. The chosen τ_so is strong scattering by assumption; if the real τ_so is longer, Γτ_φ is smaller and R moves towards 1. A rough estimate of spin flips at the donor cores suggests 1/Γ of order 10 ps rather than 0.75 ps. For 1/Γ = 7 ps the ratio of the changes on cooling is −0.31, and for 24 ps it is close to zero, although the low-field curve at 1 K is then still inverted, since Γτ_φ ≈ 4 exceeds 0.73. Disorder is also barely weak: k_F l = 2.3 with averaged masses, or 2E_Fτ/ħ = 2.1 along any one valley axis, so D and τ carry corrections of relative order 1/(k_F l) ≈ 0.4 to 0.5, and the absolute corrections above are estimates.

The largest omission in the temperature dependence is the interaction between electrons. I take its usual two-dimensional estimate, a logarithm of temperature with coefficient G0, without deriving it. It changes the conductance by −17.1 µS on cooling, which turns the net change into −9.0 µS. A conductance that falls on cooling therefore does not rule out antilocalisation. The Zeeman energy at 10 mT is only 0.013 kT at 1 K, so spin splitting hardly alters this interaction term; orbital effects of the field on interactions are not included.

Finite thickness allows one transverse diffusion mode below the cutoff. In the diffusion approximation it shifts the correction at 1 K by −8.9 µS but its change on cooling by only −0.01 µS. The shift is only an order of magnitude, because πl/d ≈ 1.2 is not small for this mode. This again separates the uncertain constant from the slope. The mean free path, 3.7 nm on average (4.4 nm along a light-mass axis, 2.0 nm along a heavy one), is shorter than the film thickness, which supports treating the electron motion as three-dimensional. The support is only rough: for the lighter mass the confinement energy is 20 meV, so the two lowest subbands lie three times that, about 60 meV, apart, somewhat more than the level broadening ħ/τ = 44.5 meV. With hard walls and sharp levels in a (001) film the Fermi energy would be about 62 meV, and the four valleys with the light confinement mass would hold about 60% of the electrons in a single subband. D would be about 4.3 cm²/s at the same conductance. That lowers B_φ to about 3.9 mT and raises the 10 mT change without spin scattering from 1.3 to about 2.1 µS, while the ratio −1/2 is unaffected. Within a single subband a spin-orbit amplitude proportional to k×k' has only a σ_z part, the case of section 5 without reversal, so the reversal then depends on scattering between subbands or valleys. The single Cooperon also assumes fast scattering between valleys. Six uncoupled valleys would give a net count of six Cooperons (twelve pair modes, three of them entering with a minus sign); scattering between valleys leaves one mode, which pairs opposite valleys, without a valley gap and gaps the rest, a net count of five. For a rough intervalley time of 0.1 ps, each gapped mode has a slope weight of about 10⁻³ at 1 K, so the slope hardly changes. The constant does change: 0.1 ps is longer than τ, and each gapped mode adds about −20 µS to the whole correction, or about −100 µS for all five.

In III-V wells the spin often rotates between collisions instead, through a spin-orbit field ħΩ(k)/2 that is odd in k. The pair bubble then contains 1/[1 + iτ(v·q + Ω·S)]. The singlet has S = 0 and again has no gap. For a Rashba field with Ωτ ≪ 1, expansion at q = 0 gives the triplet gaps

τ⟨(Ω·S)²⟩ = ½Ω²τ(S_x² + S_y²),

that is, Ω²τ for T_z and ½Ω²τ for T_x and T_y. At finite q the triplets mix, so the logarithms of section 4 do not carry over unchanged. The limiting slope is still −1/2 provided every triplet mode stays gapped at all q. In the silicon film, a rough Rashba coefficient of 5×10⁻¹⁵ eV m gives a rate only 10⁻⁶ of the triplet gap.

A Zeeman splitting ħω breaks time reversal and does reach the singlet. It couples the singlet to a triplet with strength iω, and eliminating that triplet gives the singlet a decay rate ω²/Γ for ω ≪ Γ. At 10 mT and 1 K this rate times τ_φ is 2×10⁻⁴, too small to matter here. Magnetic impurities would be more serious: they violate the relation used in section 3, and the singlet then loses the protection on which the sign reversal rests. The remaining inputs and estimates are in the numerical output.

Computed values

```
Ladder slope, no spin-orbit: 1.000
Ladder slope, isotropic spin-orbit: -0.493
Ladder slope, sigma_z only: 0.003
Path interference, short paths: 0.031 (formula 0.030)
Path interference, long isotropic: -0.500
Path interference, long sigma_z only: -0.001
Random-matrix backscatter excess, no spin: 1.017
Random-matrix backscatter excess, spin-orbit: -0.503
Input density: 5.0e+19 cm^-3
Input mobility: 100 cm2/Vs
Input thickness: 10 nm
Input masses (conductivity, DOS): 0.26, 0.32 m0; valleys 6
Input tau_so: 1.0 ps
Input tau_phi at 4 K, 1 K: 25, 100 ps
G0: 12.331 uS
Elastic time tau: 0.0148 ps
Fermi wavenumber: 0.627 nm^-1
Fermi energy: 46.8 meV
Diffusion constant: 3.12 cm2/s
Mean free path: 3.72 nm; kF*l = 2.33
Sheet conductance: 801 uS
Triplet gap: 1.333 ps^-1; gap*tau = 0.0197
Dephasing length at 1 K: 177 nm
Relative slope at 4 K, 1 K: -0.456, -0.489
Correction without spin-orbit, 4 K, 1 K: -91.66, -108.76 uS
Correction with spin-orbit, 4 K, 1 K: -26.25, -18.11 uS
Change on cooling without spin-orbit: -17.10 uS
Change on cooling with spin-orbit: 8.14 uS
Ratio of the changes: -0.476
Ratio of the whole corrections at 1 K: 0.167
tau_phi where the total changes sign: 1928 ps
B_phi at 1 K: 5.27 mT; B_T: 708 mT
Magnetoconductance at 10 mT, 1 K, no spin-orbit: 1.318 uS
Magnetoconductance, same, with spin-orbit: -0.659 uS
Ratio of magnetoconductances: -0.500
Neglected: interaction change on cooling: -17.10 uS
Net change on cooling with interaction: -8.96 uS
Neglected: transverse modes below cutoff: 1
  shift of correction at 1 K: -8.91 uS
  shift of change on cooling: -0.0112 uS
Neglected: Rashba input alpha: 5e-15 eV m
  Rashba rate / triplet gap: 1.0e-06
Neglected: Zeeman singlet gap * tau_phi: 2.3e-04
  Zeeman energy / kT at 1 K: 0.0134
Neglected: valley input time: 0.1 ps
  slope weight of a gapped valley mode: 1.0e-03
Level broadening hbar/tau: 44.5 meV
Confinement energy (0.19 m0): 19.8 meV
Thermal smearing kT/EF at 4 K: 0.0074
G0 / sheet conductance: 0.0154; 1/(kF*l): 0.43
```
